# Summing Dirac corrections over hydrogenic shells: the relativistic Scott coefficient

## The problem

Independent electrons move in the field of a fixed point charge $Z$. Each electron obeys the Dirac equation with the Coulomb potential, and the no-pair condition is imposed by the projector onto the positive-energy states of this same one-electron operator. Nuclear recoil, nuclear size, the Coulomb and Breit interactions between electrons, and radiative effects are left out.

Fill every bound state once. From each Dirac energy, with the rest energy removed, subtract the Schrödinger energy $-Z^2/(2n^2)$ hartree.

(a) Find the Dirac levels and the number of states in each.

(b) Expand the level shift to leading order in $a=Z\alpha$.

(c) Sum the shifts over all bound states. The result has the form $C\,Z^4\alpha^2$ hartree; find $C$.

(d) Show that the expansion in $a$ may be made before the infinite sum is taken.

Since $Z^4\alpha^2=Z^2a^2$, the result is of order $Z^2$ at fixed $a$. This is the order of the Scott term, the correction to the Thomas–Fermi energy of a heavy atom that comes from its strongly bound electrons. $C$ gives its leading relativistic part.

## Hints

1. Write the Dirac equation for two two-component functions that are coupled only by the mass term, and eliminate one of them. The result resembles a Schrödinger equation with a modified centrifugal term.
2. At fixed $j$, the matrix $\sigma_r=\sigma\cdot\hat r$ exchanges the two possible values of $l$.
3. Put $k=j+\tfrac12$. Within a shell, count the levels $k<n$ separately from $k=n$.
4. For (d), treat $t=a^2$ as a complex variable and bound each shell by a constant over $n^2$.

## Solution

### (a) Levels and multiplicities

Use $\hbar=m=c=1$ for now, with $V=-a/r$ and $0<a^2<3/4$. In the chiral representation the Dirac equation is

$$(E-V-\sigma\cdot p)\phi_R=\phi_L,\qquad (E-V+\sigma\cdot p)\phi_L=\phi_R .$$

Insert the first equation into the second. The cross terms give

$$\sigma\cdot p\,(E-V)-(E-V)\,\sigma\cdot p=i\sigma\cdot\nabla V=\frac{ia\,\sigma_r}{r^2},$$

because $p=-i\nabla$ and $\nabla V=a\hat r/r^2$. With $(\sigma\cdot p)^2=p^2$,

$$\left[p^2-\left(E+\frac ar\right)^2+1-\frac{ia\,\sigma_r}{r^2}\right]\phi_R=0 .$$

The terms in $1/r^2$, including the centrifugal one, are $M/r^2$ with $M=L^2-a^2-ia\sigma_r$. At fixed $j$ and $m_j$ there are two spin-angle functions, $l=k$ and $l=k-1$. The matrix $\sigma_r$ commutes with $J$, is odd under parity and squares to one. Its diagonal elements therefore vanish and the product of its off-diagonal elements is 1. The diagonal elements of $M$ are $k(k+1)-a^2$ and $k(k-1)-a^2$, with mean $k^2-a^2$ and half-difference $k$. With $\gamma=\sqrt{k^2-a^2}$, the eigenvalues of $M$ are

$$k^2-a^2\pm\sqrt{k^2+(-ia)^2}=\gamma^2\pm\gamma .$$

Written as $\lambda(\lambda+1)$, they correspond to $\lambda=\gamma$ and $\lambda=\gamma-1$. Each also allows the second root $-\lambda-1$, so the behaviour at the origin must be examined.

Near $r=0$ the first-order equations decouple at leading order, and $(a/r-\sigma\cdot p)\phi_R=0$. Use $\sigma\cdot p=-i\sigma_r(\partial_r-\sigma\cdot L/r)$ and $\phi_R=r^s\chi$, then multiply by $\sigma_r$:

$$[a\sigma_r+i(s-\sigma\cdot L)]\chi=0 .$$

Here $\sigma\cdot L=k-1$ for $l=k-1$ and $-(k+1)$ for $l=k$. The determinant vanishes when

$$-[(s+1)^2-k^2]-a^2=0,\qquad s=-1\pm\gamma .$$

For $\phi_L$ the sign of $a$ changes, with the same exponents. The four-component solution thus starts as $r^{\gamma-1}$ or $r^{-\gamma-1}$. The second is not square-integrable, since $\gamma>\tfrac12$. An admissible solution contains the powers $\gamma-1,\gamma,\gamma+1,\dots$, which selects $\lambda=\gamma-1$ and $\lambda=\gamma$ and rejects the other roots.

Conversely, take a $\phi_R$ of this kind and define $\phi_L$ by the first equation. Differentiation could at worst produce $r^{\gamma-2}$, but this is not an allowed leading power, so its coefficient vanishes. Each $\phi_R$ therefore gives one Dirac state. Squaring the equation has not doubled the states.

With radial function $u/r$, the equation is

$$-u''+\frac{\lambda(\lambda+1)}{r^2}u-\frac{2aE}{r}u=(E^2-1)u .$$

For a bound state in the gap $-1<E<1$, set $\beta=\sqrt{1-E^2}$ and $u=r^{\lambda+1}e^{-\beta r}\sum_m c_mr^m$. Comparing powers gives

$$c_{m+1}\big[(m+\lambda+2)(m+\lambda+1)-\lambda(\lambda+1)\big]=2c_m\big[\beta(m+\lambda+1)-aE\big].$$

If the series does not end, it grows as $e^{2\beta r}$ and $u$ is not normalizable. If it ends at $m=n'$, then $\beta N=aE$ with $N=n'+\lambda+1$. Hence $E>0$: the bound states belong to the positive-energy space, and the projector leaves their energies unchanged. Squaring $\beta N=aE$ gives $1-E^2=a^2E^2/N^2$, or

$$E=\left(1+\frac{a^2}{N^2}\right)^{-1/2}.$$

For $\lambda=\gamma-1$, $N=n'+\gamma$; for $\lambda=\gamma$, $N=n'+1+\gamma$, with $n'=0,1,2,\dots$ in both cases. Both sequences have the form

$$N=n-k+\gamma,\qquad k=1,\dots,n .$$

The value $n=k$ occurs in the first sequence alone, while $n>k$ occurs in both. Since $2j+1=2k$, the number of states is

$$g_{nk}=4k\quad(k<n),\qquad g_{nn}=2n .$$

Direct diagonalization of the first-order radial Dirac operator at $Z=60$ tests this result. It finds the expected nine radial levels with $n\le3$, each carrying $2j+1=2k$ states. After extrapolation from two grid steps to zero step, their energies agree with the formula within $3.7\times10^{-5}$ hartree.

### (b) The leading shift

Write $N=n-\delta$, where

$$\delta=k-\gamma=\frac{k^2-\gamma^2}{k+\gamma}=\frac{a^2}{k+\gamma}=\frac{a^2}{2k}+O(a^4).$$

The binomial series gives

$$E-1=-\frac{a^2}{2N^2}+\frac{3a^4}{8N^4}+O(a^6).$$

With $N^{-2}=n^{-2}+2\delta/n^3+O(\delta^2)$,

$$E-1+\frac{a^2}{2n^2}=-\frac{a^4}{2kn^3}+\frac{3a^4}{8n^4}+O(a^6).$$

One hartree is $\alpha^2mc^2$, so division by $\alpha^2$ turns $a^4$ into $Z^4\alpha^2$ hartree:

$$\Delta E_{nk}=-\frac{Z^4\alpha^2}{2n^4}\left(\frac nk-\frac34\right)\ \text{hartree}.$$

The bracket is at least $\tfrac14$, so every bound level is lowered at this order. Within a shell, the lowering is largest for $k=1$ and decreases as $k$ grows.

### (c) The sum

Two weighted counts are needed:

$$\sum_k g_{nk}=4\,\frac{n(n-1)}2+2n=2n^2,$$

$$\sum_k g_{nk}\frac nk=4n(n-1)+2n=4n^2-2n .$$

In units of $Z^4\alpha^2$ hartree, shell $n$ contributes

$$T_n=-\frac1{2n^4}\left(4n^2-2n-\frac32n^2\right)=-\left(\frac5{4n^2}-\frac1{n^3}\right).$$

Using $\sum_n n^{-2}=\pi^2/6$ and $\zeta(3)=\sum_n n^{-3}$,

$$C=-\left(\frac54\,\frac{\pi^2}6-\zeta(3)\right)=-\left(\frac{5\pi^2}{24}-\zeta(3)\right).$$

Numerically, $C=-(2.056168-1.202057)=-0.854111$.

The first shell gives $-0.2500$, the second $-0.1875$ and the third $-0.1019$. Their sum, $-0.5394$, is 63% of $C$. One state far from the nucleus has a small shift, but the number of states grows as $n^2$, leaving a shell contribution that falls only as $n^{-2}$.

### (d) Expansion before summation

Let $t=a^2$ be complex with $|t|\le\tfrac14$, and define the shell term at finite $t$ by

$$T_n(t)=\frac1{t^2}\sum_k g_{nk}\left[E-1+\frac t{2n^2}\right].$$

The root $\gamma=\sqrt{k^2-t}$ has positive real part, so $|k+\gamma|\ge k$. Hence $|\delta|\le|t|/k\le\tfrac14$ and $|N|\ge3n/4$. It follows that

$$\left|\frac t2\left(\frac1{N^2}-\frac1{n^2}\right)\right|
=\frac{|t|}2\,\frac{|\delta|\,|2n-\delta|}{n^2|N|^2}
\le\frac{|t|^2}{2k}\cdot\frac{9n}4\cdot\frac{16}{9n^4}
=\frac{2|t|^2}{kn^3}.$$

For the rest of $E$, put $y=t/N^2$, so $|y|\le16|t|/(9n^2)<\tfrac12$. The binomial coefficients from second order onward have magnitude at most $\tfrac38$. Summing a geometric series therefore gives

$$\left|(1+y)^{-1/2}-1+\frac y2\right|\le\frac38\,\frac{|y|^2}{1-|y|}\le\frac34|y|^2<\frac{2.4\,|t|^2}{n^4}.$$

Multiply both bounds by $g_{nk}$, sum over $k$, and use $\sum_kg_{nk}/k\le4n$ and $\sum_kg_{nk}=2n^2$:

$$|T_n(t)|\le\frac8{n^2}+\frac{4.8}{n^2}<\frac{13}{n^2}.$$

The bound does not depend on $t$ and can be summed over $n$. The series $S(t)=\sum_nT_n(t)$ thus converges uniformly. Each term is analytic, the apparent pole at $t=0$ being removable because the bracket starts at order $t^2$. The sum is therefore analytic for $|t|<\tfrac14$, and its Taylor coefficients may be found shell by shell. In particular $S(0)=C$, and the first deviation from $C$ is at most of order $a^2$.

### Reading the numbers

At $Z=60$, $a=0.4378$ and $Z^4\alpha^2=60^2a^2\approx690.1$ hartree. The leading formula for the first three shells gives

$$-0.53935\times690.1\approx-372.2\ \text{hartree}.$$

The full Dirac formula and the diagonalization both give $-408.7$ hartree. The leading shift is too small in magnitude by about 9% of the full one.

For $Z=80$ and all shells, the leading term is

$$-0.854111\times2181.18=-1863.0\ \text{hartree},$$

or about $-50.7$ keV. The full sum is $-2126.6$ hartree, 14% larger in magnitude. Thus $C$ is a coefficient for small $Z\alpha$, and using it alone at $Z=80$ leaves a visible error even in this model. These are hydrogenic sums, not total energies of atoms. Further values are in the numerical output.

## Variation 1: a finite number of filled shells

**Question.** How is the leading coefficient changed if only the shells $n\le M$ are filled?

**Solution.** Let $C_M=\sum_{n\le M}T_n$. The omitted terms are negative, so

$$C_M=C+\sum_{n>M}\left(\frac5{4n^2}-\frac1{n^3}\right).$$

For a smooth decreasing power $f$, the trapezoidal rule gives $\sum_{n>M}f(n)=\int_M^\infty f(x)\,dx-\tfrac12f(M)+O(f'(M))$. Therefore

$$\sum_{n>M}\frac1{n^2}=\frac1M-\frac1{2M^2}+O(M^{-3}),\qquad
\sum_{n>M}\frac1{n^3}=\frac1{2M^2}+O(M^{-3}),$$

and

$$C_M=C+\frac5{4M}-\frac9{8M^2}+O(M^{-3}).$$

At $M=10$ the displayed terms give $-0.8541+0.1250-0.0113=-0.7404$; the direct sum is $-0.7397$. At $M=100$ the direct sum is still only $-0.8417$.

The filled shells hold

$$\sum_{n=1}^M2n^2=\frac{M(M+1)(2M+1)}3$$

electrons. Equating this number to $Z$ gives $M\approx(3Z/2)^{1/3}$ for large $Z$. In a neutral atom of independent electrons, the relative correction to $C$ thus decreases as $Z^{-1/3}$. For example, $M=4$ gives 60 electrons and $C_4=-0.6019$, about 70% of $C$.

In a real atom the outer electrons see a screened charge, and their levels are no longer hydrogenic. If the hydrogenic description breaks down at $n$ of order $Z^{1/3}$, the same power of $Z$ is expected for the correction. This is a scaling estimate, not a proof for interacting electrons.

## Variation 2: the next order in $Z\alpha$

**Question.** Find $C'$ in $S=C+C'a^2+O(a^4)$.

**Solution.** One more order is needed in

$$\delta=\frac t{2k}+\frac{t^2}{8k^3}+\cdots,\qquad
\frac1{N^2}=\frac1{n^2}+\frac{2\delta}{n^3}+\frac{3\delta^2}{n^4}+\cdots .$$

The term $-t/(2N^2)$ contributes $-1/(8k^3n^3)-3/(8k^2n^4)$ to the coefficient of $t^3$ in $E$. The term $3t^2/(8N^4)$ contributes $3/(4kn^5)$, and the next binomial term contributes $-5/(16n^6)$.

Let $H_n=\sum_{k=1}^n1/k$ and $G_n=\sum_{k=1}^n1/k^2$. The weights give

$$\sum_k\frac{g_{nk}}{k^3}=4G_n-\frac2{n^2},\quad
\sum_k\frac{g_{nk}}{k^2}=4H_n-\frac2n,\quad
\sum_k\frac{g_{nk}}k=4n-2 .$$

After collecting powers of $n$,

$$C'=\sum_{n=1}^\infty\left[-\frac{G_n}{2n^3}-\frac{3H_n}{2n^4}+\frac{19}{8n^4}-\frac1{2n^5}\right].$$

Define three sums over integers $s>q\ge1$:

$$A=\sum\frac1{s^3q^2},\qquad B=\sum\frac1{s^4q},\qquad D=\sum\frac1{s^2q^3}.$$

Separating $k=n$ gives $\sum_nG_n/n^3=A+\zeta(5)$ and $\sum_nH_n/n^4=B+\zeta(5)$. Hence

$$C'=-\frac12(A+3B)+\frac{19}8\zeta(4)-\frac52\zeta(5).$$

The combination $A+3B$ follows from evaluating $\zeta(2)\zeta(3)=\sum_{p,q\ge1}p^{-2}q^{-3}$ in two ways. Splitting the sum into $p>q$, $p<q$ and $p=q$ gives $D+A+\zeta(5)$. Alternatively, put $s=p+q$ and apply $1/(pq)=(1/p+1/q)/s$ repeatedly:

$$\frac1{p^2q^3}=\frac3{s^4p}+\frac3{s^4q}+\frac1{s^3p^2}+\frac2{s^3q^2}+\frac1{s^2q^3}.$$

Its sum is $6B+3A+D$. Equating the two results gives $2A+6B=\zeta(5)$, so $A+3B=\tfrac12\zeta(5)$. With $\zeta(4)=\pi^4/90$,

$$C'=\frac{19\pi^4}{720}-\frac{11}4\zeta(5)\approx-0.281 .$$

The full sum at $Z=10$ is $-0.85561$. Subtracting $C$ and dividing by $a^2=(10\alpha)^2=0.005325$ gives $-0.0015/0.005325\approx-0.28$, in agreement. At $Z=80$, where $a^2=0.3408$, the two-term expansion gives about $-0.950$, while the full sum is $-0.975$. The second term removes about four fifths of the error of the leading coefficient. The proof in (d) covers $a^2<\tfrac14$, that is $Z\le68$, so it does not reach $Z=80$. Numerically the series still converges there: the next two coefficients are about $-0.164$ and $-0.113$, and eight terms give $-0.975$.

## Computed results

```
fine-structure constant alpha: 0.007297353
5 pi^2/24: 2.056168
zeta(3): 1.202057
limit coefficient [Z^4 alpha^2 hartree]: -0.854111
extrapolated leading sum [same unit]: -0.854111
leading shell term n=1 [Z^4 alpha^2 hartree]: -0.250000
leading shell term n=2 [Z^4 alpha^2 hartree]: -0.187500
leading shell term n=3 [Z^4 alpha^2 hartree]: -0.101852
leading shell term n=4 [Z^4 alpha^2 hartree]: -0.062500
leading partial sum to n=1 [Z^4 alpha^2 hartree]: -0.250000
leading partial sum to n=2 [Z^4 alpha^2 hartree]: -0.437500
leading partial sum to n=3 [Z^4 alpha^2 hartree]: -0.539352
leading partial sum to n=4 [Z^4 alpha^2 hartree]: -0.601852
leading partial sum to n=10 [Z^4 alpha^2 hartree]: -0.739678
leading partial sum to n=100 [Z^4 alpha^2 hartree]: -0.841722
angular eigenvalues, largest error at a=0.4: 1.8e-15
Z=60: a = Z alpha: 0.437841
Z=60: 1s level, diagonalization [hartree]: -1895.682
Z=60: 1s level, formula [hartree]: -1895.682
Z=60: largest level error, n<=3 [hartree]: 3.7e-05
Z=60: shift of shells 1-3, diagonalization [hartree]: -408.69
Z=60: shift of shells 1-3, all-order formula [hartree]: -408.69
Z=60: shift of shells 1-3, leading formula [hartree]: -372.23
largest n^2 |shell term| at a^2=1/2, n<=400: 1.249
Z=1: all-order sum [Z^4 alpha^2 hartree]: -0.85412
Z=5: all-order sum [Z^4 alpha^2 hartree]: -0.85448
Z=10: all-order sum [Z^4 alpha^2 hartree]: -0.85561
Z=20: all-order sum [Z^4 alpha^2 hartree]: -0.86017
Z=40: all-order sum [Z^4 alpha^2 hartree]: -0.87932
Z=80: all-order sum [Z^4 alpha^2 hartree]: -0.97498
deviation from limit, ratio Z=10 to Z=5: 4.016
Z=80: a = Z alpha: 0.583788
Z=80: Z^4 alpha^2 [hartree]: 2181.18
Z=80: leading term [hartree]: -1863.0
Z=80: leading term [eV]: -50694
Z=80: all-order sum [hartree]: -2126.6
Z=80: all-order sum over leading term: 1.1415
```
